Bohr Energy Straggling of Fast Ions from Independent Electron Encounters

**Dimensional argument**

A fast ion of charge Z₁e and speed v crosses a slab and loses energy to free electrons of mass m. Let k = e²/(4πε₀), which has the dimension energy × length. If the electrons act independently, the variance of the loss is the number of electrons per unit slab area multiplied by a quantity with the dimension area × energy².

In classical mechanics, one encounter with a very heavy ion supplies only Z₁k, m and v. They form one energy, mv², and one length, Z₁k/(mv²). Hence

area × energy² = C [Z₁k/(mv²)]² (mv²)² = C Z₁²k².

The speed cancels, provided that the number C is finite without a further scale. The mean loss has the dimension area × energy, so the same argument gives it a factor 1/(mv²). Its numerical coefficient will turn out to diverge. It remains to show that C is finite and equals 4π.

**Assumptions and theorem**

The slab has thickness x and N atoms per volume, each with Z₂ electrons.

(A1) The electrons are free, at rest and placed independently and uniformly.
(A2) The ion is a bare point charge of mass M, and v ≪ c.
(A3) The loss and the deflection in the slab are small, so every encounter occurs at the same v on a straight path.
(A4) Encounters are separate two-body Coulomb collisions.

Theorem. Under A1–A4 the energy loss ΔE has the variance

Ω² = 4π Z₁² Z₂ k² N x / (1 + m/M)²,

which for M ≫ m becomes Bohr's result

Ω² = 4π Z₁² Z₂ k² N x.

Neither expression contains the ion energy. In Gaussian units k² is written e⁴.

**Lemma 1: energy transfer at impact parameter b**

With μ = mM/(m+M), b₀ = Z₁k/(μv²) and Tmax = 2μ²v²/m, the electron receives

T(b) = Tmax b₀²/(b² + b₀²).

Proof. Let r be the relative position, w the relative velocity and φ the polar angle in the orbit plane. Attraction gives μ dw/dt = −Z₁k r̂/r². Angular momentum is conserved, so r² dφ/dt = bv. Dividing the first equation by dφ/dt removes r:

dw/dφ = −[Z₁k/(μbv)] r̂(φ).

If the deflection is θ, the position vector sweeps the angle π + θ. The integral of a unit vector over an arc Φ has length 2 sin(Φ/2), so

|Δw| = [2Z₁k/(μbv)] sin((π+θ)/2) = [2Z₁k/(μbv)] cos(θ/2).

For repulsion the arc is π − θ, which gives the same cosine. The initial and final relative speeds both equal v, so also |Δw| = 2v sin(θ/2). Equating the two,

tan(θ/2) = b₀/b, sin²(θ/2) = b₀²/(b² + b₀²).

Momentum conservation gives the electron, initially at rest, the momentum μ|Δw|. Its energy is therefore

T = μ²|Δw|²/(2m) = (2μ²v²/m) sin²(θ/2).

The ion loses this amount. ∎

**Lemma 2: cross section and second moment**

dσ = [2πZ₁²k²/(mv²)] dT/T² for 0 < T ≤ Tmax,

∫T² dσ = 4πZ₁²k² (μ/m)².

Proof. Solving Lemma 1 for b² gives b² = b₀²(Tmax/T − 1). The ring area is

dσ = π|d(b²)| = πb₀²Tmax dT/T².

The coefficient is

πb₀²Tmax = π [Z₁²k²/(μ²v⁴)] [2μ²v²/m] = 2πZ₁²k²/(mv²).

In the second moment T² cancels 1/T², leaving the length of the interval:

∫T² dσ = [2πZ₁²k²/(mv²)] Tmax = [2πZ₁²k²/(mv²)] [2μ²v²/m] = 4πZ₁²k² (μ/m)². ∎

A faster ion makes a transfer of given size less often, by 1/v², but its largest transfer grows as v². These two factors cancel. Equal intervals of T contribute equally to the variance, so transfers above Tmax/10 supply 90% of it.

Remark on quantum scattering. The Born amplitude for momentum transfer q has magnitude 2μZ₁k/q², with q = 2μv sin(θ/2). Its square is b₀²/[4 sin⁴(θ/2)] per solid angle. Put s = sin²(θ/2), so that the solid angle is 4π ds. Then dσ = πb₀² ds/s², and T = Tmax s returns the cross section above. The lemma therefore does not depend on following a classical orbit.

**Lemma 3: adding the encounters**

For n ≥ 2 the cumulants of ΔE are

κₙ = N Z₂ x ∫Tⁿ dσ.

Proof. Scatter n₀ = N Z₂ x A electrons independently over a large area A. Each contributes a factor 1 + J/A to the mean of exp(λΔE), where J(λ) = ∫(exp(λT) − 1) d²b over A. Hence

ln⟨exp(λΔE)⟩ = n₀ ln(1 + J/A) = N Z₂ x [J − J²/(2A) + …].

At large b, T falls as 1/b², so J grows only as ln A. The term J²/A and its successors vanish as A → ∞. The coefficients of λⁿ/n! in J are ∫Tⁿ d²b, which converge for n ≥ 2. ∎

The variance contains the mean of T² rather than the variance of T, because the number of electrons at each impact parameter fluctuates too.

**Proof of the theorem**

The variance is κ₂. Lemmas 2 and 3 give

Ω² = N Z₂ x · 4πZ₁²k² (μ/m)²,

and μ/m = M/(M+m) = 1/(1 + m/M). ∎

The second moment was also obtained from numerically integrated two-body orbits, in units k = m = Z₁ = 1. For attraction with M/m = 10 it was 10.3865 at both v = 1 and v = 3, against 10.3854 from the formula. For repulsion with M/m = 0.5 it was 1.3961, against 1.3963. In a separate test, 20 000 random electron arrangements with 0.5 electrons per b₀² gave a variance of 6.28 (mv²)², against 2π (mv²)² from the formula. The sampling uncertainty is about 1%, so any closer agreement is accidental.

**Corollary 1: the mean needs another scale**

The first moment is ∫T dσ = [2πZ₁²k²/(mv²)] ∫dT/T, which diverges at small T. Binding supplies the missing scale. A heavy ion that loses energy I must transfer a momentum of at least I/v, since its loss is v times the momentum component along its path. Expressed as the recoil energy of a free electron, this limit is

Tmin = (I/v)²/(2m) = I²/(2mv²).

For M ≫ m, Tmax = 2mv² and Tmax/Tmin = (2mv²/I)². The mean loss per path is then

S = N Z₂ [2πZ₁²k²/(mv²)] ln(Tmax/Tmin) = [4πZ₁²k²N Z₂/(mv²)] ln(2mv²/I).

This is the Bethe form, with the mean excitation energy I as an input. The same cutoff removes only the fraction Tmin/Tmax from the variance of electrons at rest.

**Corollary 2: when the distribution is nearly Gaussian**

For M ≫ m the third cumulant is

κ₃ = N Z₂ x [2πZ₁²k²/(mv²)] Tmax²/2 = Ω²Tmax/2,

so the skewness is

κ₃/Ω³ = Tmax/(2Ω).

It falls as x^(−1/2). A near-Gaussian shape requires Ω ≫ Tmax, whereas the variance formula does not. The random arrangements above gave a skewness of 0.386, against 0.399 from this formula. At fixed thickness the skewness grows in proportion to ion energy, so the shape depends on energy although the variance does not.

**Example: 8 MeV protons through 50 µm of silicon**

Take N = 50 nm⁻³ and I = 170 eV, both rough typical values, with Z₁ = 1, Z₂ = 14 and k = 1.43996 eV nm. The variance per path is

W = 4π × 14 × (1.43996 eV nm)² × 50 nm⁻³ = 18 239 eV²/nm.

Multiplying by 50 000 nm gives Ω² = 912 keV², hence

Ω = 30.2 keV = 4.84 × 10⁻¹⁵ J.

Here mv² = 8.714 keV, so Tmax = 17.43 keV and the skewness is 17.43/(2 × 30.2) = 0.289. The peak is visibly asymmetric. By Lemma 2 the mean number of transfers above Tmax/10 is 9Ω²/Tmax² = 27, so a few tens of hard encounters determine most of the width. With the rise of S during slowing included, the mean loss is 497 keV, and Ω is 6.1% of it.

At the entry stopping power of 9.69 keV/µm, Ω corresponds to a depth uncertainty of 30.2/9.69 = 3.1 µm. This converts the energy spread after 50 µm into a length. It is not the spread of stopping depths at the end of the range.

With thickness held at 50 µm and the speed treated as constant, the model gives:

4 MeV: S = 16.48 keV/µm, Tmax = 8.71 keV, Ω = 30.2 keV
8 MeV: S = 9.69 keV/µm, Tmax = 17.43 keV, Ω = 30.2 keV
16 MeV: S = 5.57 keV/µm, Tmax = 34.86 keV, Ω = 30.2 keV

At 4 MeV the loss would be about 16.48 × 50 = 824 keV, or 21% of the energy. That slab is no longer thin in the sense of A3. At 16 MeV the skewness is 34.86/60.4 = 0.58, so a Gaussian misses a clear asymmetry there.

**Remark 1: slowing inside the slab**

Let δ be an ion's energy minus the mean energy Ē(x), and V the variance of δ. To first order in δ, dδ/dx = −S′(Ē)δ plus independent fluctuations of variance W per path. Therefore

dV/dx = W − 2S′(Ē)V.

Because dĒ/dx = −S, the function S² obeys d(S²)/dx = −2S′S². Writing V = S²f leaves S² df/dx = W, so

V = W S²(exit) ∫₀ˣ dx′/S²(x′).

When S rises as the ion slows, slower ions lose more and the spread widens. In the example V exceeds Ω² by 5.3%. A simulated ensemble of 200 000 slowing ions gave 5.1%, with a sampling uncertainty of about 0.3% of the variance.

**Remark 2: electrons in motion**

Atomic electrons are not at rest. Let one have velocity u, take M ≫ m, and let g = v − u be the relative velocity. If the electron receives momentum q, the heavy ion loses v·q. With τ = 2mg² sin²(θ/2), we have q² = 2mτ, and the component of q along g is τ/g. Lemma 2 with v replaced by g, cut off at Tmin ≪ 2mg², gives

∫q∥² dσ = 4πZ₁²k²/g²,

∫q⊥² dσ = ∫2mτ dσ − ∫q∥² dσ = (4πZ₁²k²/g²)(Λ − 1), Λ = ln(2mg²/Tmin).

Averaging (v·q)² over azimuth gives v∥²q∥² + v⊥²q⊥²/2, where the components of v are also taken relative to g. Encounters per path are multiplied by g/v. The variance relative to Ω² is thus

F = ⟨[v∥² + v⊥²(Λ − 1)/2]/(gv)⟩,

averaged over the directions of u.

Let w now denote u/v, and c the cosine of the angle between u and v. Then v∥ = v²(1 − wc)/g, and the first term is

(1 − wc)²(1 − 2wc + w²)^(−3/2) = 1 + wc + w²(5c²/2 − 3/2) + … .

With ⟨c⟩ = 0 and ⟨c²⟩ = 1/3 its average is 1 − 2w²/3. In the second term v⊥² equals u⊥², because v and u differ by g. To leading order its average is 2u²/3, which contributes w²(L − 1)/3 with L = ln(2mv²/Tmin). Adding the two,

F = 1 + (u²/3v²)(L − 3), for u ≪ v.

Direct integration over collisions at u/v = 0.05 and Tmin = 10⁻⁶ mv² gave F − 1 = 0.00959, the same as the formula to the digits shown.

For silicon, the orbital speeds and binding energies were taken from an unrestricted Hartree–Fock calculation of the free atom in the cc-pVTZ basis. This omits electron correlation, relativity and bonding in the solid. Each electron's binding energy takes the place of I in the cutoff Tmin = I²/(2mv²). Each orbital is given a single speed, the rms value from its kinetic energy. In this model the full collision integral raises the variance by 13.5%, of which 10.1 percentage points come from the 2s and 2p electrons. These figures do not change between the cc-pVDZ and an uncontracted cc-pVQZ basis. They do depend on the single-speed choice: averaging over each orbital's momentum distribution lowers them to 11.4% and 9.2 points. The expansion accounts for that part: with u/v = 0.279 and a binding energy of 129 eV, L = 2 ln(17 428/129) = 9.8, and

(8/14) × (0.279²/3) × (9.8 − 3) ≈ 0.10.

These electrons are slow compared with the ion, but the logarithm is large. The 1s electrons have u/v = 0.76, too large for the expansion to be reliable. For them even the sign of the contribution is uncertain: for a hydrogenic 1s electron at this speed ratio the Born approximation gives F − 1 = −0.12, where the collision model gives +0.06. The 13.5% is a result of this collision model, not a correction to be applied to silicon. In a quantum treatment the logarithm contains a mean excitation energy weighted towards large excitations. It lies above the binding energy, so the model tends to overestimate the variance. The model also lets electrons give energy to the ion, which electrons in a ground-state atom cannot do.

**Remark 3: other departures**

Electrons are grouped in atoms. If Qᵢ(b) is the mean loss to electron i when the ion passes an atom at distance b, the second moment for that atom gains the sum of QᵢQⱼ over i ≠ j. For atoms placed at random, the variance gains Nx times its integral over the plane, which is positive. Assigning each electron's loss to its own position gives an estimate of +1.7%. In a crystal crossed on a straight path away from its axes and planes, the regular spacing makes the number of atoms met fluctuate less and can remove most of this gain. Averaged over all directions, as in a polycrystal, the regular spacing lowers it only to about 1.5%.

For collisions with nuclei of mass M₂, treated as point charges on which only the Coulomb force acts, replace k by Z₂k and m by M₂ in Lemma 2. There is one nucleus per atom, so the variance relative to Ω² is Z₂[M/(M+M₂)]² = 1.7%. The largest such transfer is about 1.1 MeV, and equal intervals of T again contribute equally. At 8 MeV the head-on distance of approach, 2.6 fm, lies inside the silicon nucleus (radius about 3.6 fm). About 70% of the term comes from such approaches, where the nuclear force acts, so the 1.7% is a point-charge figure and not a value for real silicon. Only about 3% of this small term comes from transfers below Ω. Larger ones occur on average 4.6 × 10⁻⁴ times per ion, so they form a rare tail and hardly widen the peak.

Relativistic changes are of order v²/c² = 1.7%. The relativistic cross section multiplies the variance by γ²(1 − v²/2c²), an increase of 0.9%. The finite proton mass lowers the variance by 0.11%, and the cutoff of Corollary 1 lowers it by 0.01%.

**Remark 4: the real case**

Proton irradiation at energies of several MeV is used to control carrier lifetime in thick silicon power devices, and the example lies in that regime. Real silicon clearly breaks the assumption of free electrons at rest. The collision model of Remark 2 would move Ω from 30.2 to about 32 keV, but it tends to overestimate this effect. Slowing alone raises the variance by 5.3% and Ω by 2.6%, to about 31 keV. The Bohr value is therefore a useful first figure for this slab, but its second digit should not be relied on without a quantum treatment of the bound electrons. A beam aligned with a crystal axis would violate the random placement in A1, and that effect is not estimated here. An independent energy spread of the incoming beam adds its own variance, to the extent that slowing in the slab can be neglected.

The numerical output below lists the values used.

Values computed for the example and the checks

```
SCALED TESTS (k = m = 1)
orbits M/m=10, v=1, attractive: moment 10.3865, formula 10.3854
orbits M/m=10, v=3, attractive: moment 10.3865, formula 10.3854
orbits M/m=0.5, v=1, repulsive: moment 1.3961, formula 1.3963
random electrons: variance 6.283, formula 6.283
random electrons: skewness 0.386, formula 0.399
moving electrons, u/v=0.05: change 0.00959, formula 0.00959
EXAMPLE: protons in silicon
ion energy: 8.0 MeV
thickness: 50.0 um
atomic density (rough): 50.0 nm^-3
mean excitation energy (rough): 170 eV
k = e^2/(4 pi eps0): 1.43996 eV nm
m v^2: 8.714 keV
largest transfer Tmax: 17.428 keV
soft cutoff Tmin: 1.658 eV
variance per path W: 18239.4 eV^2/nm
variance Omega^2: 911.97 keV^2
straggling Omega: 30.199 keV = 4.8384e-15 J
mean loss in slab: 496.7 keV
Omega / mean loss: 6.08 %
depth blur Omega/S at entry: 3.116 um
skewness Tmax/(2 Omega): 0.289
mean number of transfers above Tmax/10: 27.0
ENERGY COMPARISON at fixed thickness, constant speed in slab
E=4 MeV: Tmax 8.714 keV, S 16.481 keV/um, Omega 30.199 keV
E=8 MeV: Tmax 17.428 keV, S 9.691 keV/um, Omega 30.199 keV
E=16 MeV: Tmax 34.855 keV, S 5.571 keV/um, Omega 30.199 keV
NEGLECTED EFFECTS, change of variance relative to Omega^2
slowing in slab: +5.28 % (ensemble +5.10 %)
electron motion, estimate: +13.5 %
  part from 1s: +2.6 %
  part from 2s and 2p: +10.1 %
  1s: binding 1872 eV, rms speed / ion speed 0.759
  2s, 2p: mean binding 129 eV, mean speed ratio 0.279
grouping in atoms, local-loss estimate: +1.7 %
nuclear collisions: +1.68 %
  mean number of nuclear transfers above Omega: 4.60e-04
relativity, order v^2/c^2: 1.71 %
finite ion mass: -0.109 %
soft cutoff: -0.0095 %
```
